\section*{Raman tensor by central differences: step size, symmetry and acoustic checks}

\section{One anion in a tetrahedron}

Place an anion at the centre of four cations. Let the vectors from the cations to the anion be $(s,s,s)$, $(-s,-s,s)$, $(s,-s,-s)$ and $(-s,s,-s)$, each of length $d=\sqrt3\,s$. The ions have isotropic polarisabilities $\alpha_c$ and $\alpha_a$. An applied field $E$ induces dipoles, and the field of each dipole polarises the other ions. To first order in this interaction, the anion receives $\alpha_a\sum T\alpha_cE$ and the cations together receive $\alpha_c\sum T\alpha_aE$. The anion-dependent change of the total polarisability is therefore
\begin{equation}
\Delta\alpha_{ij}=2\alpha_a\alpha_c\sum_{\mathbf r}T_{ij}(\mathbf r),\qquad
T_{ij}=\frac{1}{4\pi\epsilon_0}\left(\frac{3r_ir_j}{r^5}-\frac{\delta_{ij}}{r^3}\right).
\end{equation}
Now move the anion by $u$ along $z$. Two vectors have $xy=s^2$ and $z=s+u$; two have $xy=-s^2$ and $z=-s+u$. With $F(z)=(2s^2+z^2)^{-5/2}$,
\begin{equation}
\sum\frac{3xy}{r^5}=6s^2\,[F(s+u)-F(s-u)] .
\end{equation}
This is odd in $u$. Since $F'(s)=-5s/d^7$, its slope at $u=0$ is $-60s^3/d^7=-20/(\sqrt3\,d^4)$: motion along $z$ creates an $xy$ polarisability, which is a Raman signal.

The $zz$ sum is $2[g(s+u)+g(s-u)]$ with $g(z)=2(z^2-s^2)F(z)$. It is even in $u$. Here $g(s)=0$ and $g''(s)=4/d^5-40s^2/d^7=-28/(3d^5)$, so the sum starts as $-(56/3)u^2/d^5$. Its true derivative is zero.

The naive scheme evaluates the polarisability at $0$ and $h$, subtracts, and divides by $h$. It reports a $zz$ element where there is none. Relative to the $xy$ element the false one is
\begin{equation}
\frac{(56/3)h/d^5}{20/(\sqrt3\,d^4)}=\frac{14\sqrt3}{15}\,\frac hd .
\end{equation}
Subtracting the value at $-h$ instead cancels every even term. That is the first repair.

A second difficulty is the error left by a finite step in the allowed element. Here the same cluster can mislead. Differentiation gives
\begin{equation}
F'''(z)=105\,z\,r^{-9}\left(1-\frac{3z^2}{r^2}\right),\qquad r^2=2s^2+z^2,
\end{equation}
which vanishes at $z=s$, where $r^2=3s^2$. The central difference of $xy$ then has no $h^2$ error at this order. A crystal is less kind.

\section{What must be differentiated in a crystal}

For a cell of volume $V$, let $\chi_{ij}$ be the electronic susceptibility at fixed macroscopic field. A zone-centre phonon moves sublattice $\kappa$ by $\mathbf u_\kappa=\mathbf e_\kappa Q/\sqrt{m_\kappa}$, with $\sum_\kappa|\mathbf e_\kappa|^2=1$. Its Raman tensor is taken as
\begin{equation}
R_{ij}=V\,\partial\chi_{ij}/\partial Q .
\end{equation}
The ions are clamped during the electronic response, and the light is far from absorption.

I use a fluorite lattice: a cation at the origin and anions at $\pm(a/4)(1,1,1)$, repeated on a face-centred cubic lattice. In the Raman mode the anions move by $+u$ and $-u$ along $z$ while the cation rests. Both anions have mass $m$, so $Q=\sqrt{2m}\,u$. The mode is non-polar and produces no macroscopic field. A polar longitudinal mode would add a term from the field dependence of $\chi$.

Write $g_\kappa=\alpha_\kappa/\epsilon_0$ and $t=\epsilon_0T$, where $T$ now includes all periodic images. The dipoles obey $p_\kappa=\alpha_\kappa(E+\sum_{\kappa'}T_{\kappa\kappa'}p_{\kappa'})$. Dividing by $\alpha_\kappa$ and collecting the dipoles gives
\begin{equation}
\chi=\frac1V\sum_{\kappa\kappa'}G_{\kappa\kappa'},\qquad G=(g^{-1}-t)^{-1}.
\end{equation}
The sum in $t$ is done by Ewald's method, which splits it into rapidly converging real-space and reciprocal-space parts. The zero-wavevector term is omitted because that field is already contained in $E$.

At equilibrium $t$ follows from symmetry. It is the second-derivative tensor of a periodic potential $\psi$ with $\nabla^2\psi=1/V-\sum_l\delta(\mathbf r-\mathbf l)$; at an ion's own site its own $1/(4\pi r)$ is removed. The trace is thus $1/V$. Each tensor is isotropic in this lattice, so $t_{\kappa\kappa'}=1/(3V)$ times the unit matrix. All ions feel the same local field $fE$, with
\begin{equation}
f=1+\frac{f}{3V}\sum_\kappa g_\kappa
=\frac{1}{1-\sum_\kappa g_\kappa/(3V)}=\frac{\epsilon+2}{3},
\end{equation}
where $\epsilon=1+\chi$ and $\chi=f\sum g_\kappa/V$. The factor $f$ diverges as $\sum g_\kappa$ approaches $3V$. The model should be used well below this limit, because non-uniform patterns of dipoles can become unstable before the uniform one.

A small change of $t$ gives $\delta G=G\,\delta t\,G$. The row sums of $G$ are $fg_\kappa$, hence
\begin{equation}
V\delta\chi_{ij}=f^2\sum_{\kappa\kappa'}g_\kappa g_{\kappa'}\,\delta t_{\kappa\kappa',ij}.
\label{first}
\end{equation}
Let $L=\sum xyz/r^7$ over all vectors from cations to anions of the first kind. Because $\partial_z(3xy/r^5)=-15xyz/r^7$, each ordered cation--anion pair gives $-15L/(4\pi)$ per unit $u$. For the second anion both $L$ and the displacement change sign, so its contribution has the same sign. The anion--anion vectors form an inversion-symmetric set and contribute nothing at first order. The four ordered pairs give
\begin{equation}
A\equiv V\frac{\partial\chi_{xy}}{\partial u}=-\frac{15}{\pi}f^2g_cg_aL .
\label{A}
\end{equation}
The sign reverses if the phase of the mode is reversed.

Take $a=0.55$ nm, so $V=a^3/4=0.041594$ nm$^3$, with $g_c=0.0065$ and $g_a=0.0125$ nm$^3$. Then $\sum g_\kappa/(3V)=0.0315/0.124782=0.2524$, $f=1.3377$ and $\epsilon=2.013$. Direct summation with a smooth distant cutoff gives $L=223.84$ nm$^{-4}$. The four nearest cations alone give $4/(3\sqrt3\,d^4)=239$ nm$^{-4}$ at $d=0.2382$ nm, so the remaining shells reduce the sum by about 6\%. Equation (\ref{A}) becomes
\begin{equation}
A=-4.7746\times1.7894\times(8.125\times10^{-5})\times223.84
=-0.15539\ \mathrm{nm^2}.
\end{equation}

\section{Choosing the difference and the step}

The fourfold rotation--reflection about $z$ maps each anion sublattice onto itself and reverses $u$. It changes the sign of $\chi_{xy}$ but preserves $\chi_{zz}$, as in the tetrahedron. In the crystal a forward difference with $h=0.001$ nm gives a false $V\partial\chi_{zz}/\partial u$ of $3.44\times10^{-3}$ nm$^2$, or 2.2\% of $|A|$. The tetrahedron predicts 0.7\%, and with the same sign as $A$; here the sign is opposite. The cause is anion--anion coupling, which the simple estimate omits. In the term linear in the change of $t$, the nearest cations give $-1.13\times10^{-3}$ nm$^2$, the farther cations $+3\times10^{-5}$ nm$^2$ and the anion--anion pairs $+4.54\times10^{-3}$ nm$^2$; repeated induction adds less than $10^{-6}$ nm$^2$.

For a displacement along $(1,1,1)$, symmetry allows a quadratic term $u_xu_y$ in $\chi_{xy}$. A forward difference can then have an error linear in $h$ even in the allowed element.

The central difference is
\begin{equation}
D(h)=V\frac{\chi(h)-\chi(-h)}{2h}
=V\chi'+\frac{h^2}{6}V\chi'''+c_4h^4+\cdots .
\end{equation}
The origin of $\chi_{xy}'''$ can be traced. In the expansion $G+G\delta tG+G\delta tG\delta tG+\cdots$, the term linear in $\delta t$ would need
\begin{equation}
\partial_z^3\frac{3xy}{r^5}=-315\,\frac{xyz(3z^2-r^2)}{r^{11}}.
\end{equation}
Each cation--anion shell contains the cyclic permutations of its vectors. The sum of $3z^2-r^2$ over such a triple is $3r^2-3r^2=0$. The anion--anion part of $t_{xy}$ is even in $u$. The $h^2$ error in this model therefore comes entirely from repeated induction, which the first-order tetrahedron omitted.

Its size was found by evaluating the susceptibility on a circle of complex displacements of radius $\rho=0.04$ nm and using Cauchy's formula,
\begin{equation}
\chi^{(n)}(0)=\frac{n!}{2\pi\rho^n}\int_0^{2\pi}\chi(\rho e^{i\theta})e^{-in\theta}\,d\theta .
\end{equation}
This gives $V\chi_{xy}'''=19.92$, a pure number. At $h=0.004$ nm the expected error is $(0.004)^2\times19.92/6=5.31\times10^{-5}$ nm$^2$; the actual error is $5.32\times10^{-5}$ nm$^2$, or 0.034\% of $|A|$. At $0.008$ and $0.016$ nm it is $2.15\times10^{-4}$ and $8.87\times10^{-4}$ nm$^2$. Each doubling of the step multiplies the error by about four.

An electronic-structure code may not accept complex displacements. Two real steps suffice when the difference between their slopes is well above the noise in $\chi$. The leading terms give
\begin{equation}
D(h)-D(h/2)=\frac{h^2}{6}\left(1-\frac14\right)V\chi'''=\frac{h^2}{8}V\chi''' .
\end{equation}
The errors at $0.008$ and $0.004$ nm differ by $1.614\times10^{-4}$ nm$^2$, which yields $V\chi'''=20.2$, close to the contour value.

The same pair removes the leading error:
\begin{equation}
D_R=\frac{4D(h/2)-D(h)}{3}=V\chi'-\frac{c_4h^4}{4}+\cdots .
\end{equation}
At $h=0.016$ nm this Richardson value is wrong by $-9.5\times10^{-6}$ nm$^2$, and at $0.008$ nm by $-5.6\times10^{-7}$ nm$^2$.

Smaller steps eventually fail. If each $\chi$ is uncertain by at most $\delta$, the slope $D/V$ can be wrong by $2\delta/(2h)=\delta/h$. To leading order in truncation, the error estimate and its minimum are
\begin{equation}
B(h)=\frac{h^2}{6}|\chi'''|+\frac{\delta}{h},\qquad
\frac{h}{3}|\chi'''|=\frac{\delta}{h^2},\qquad
h_*=\left(\frac{3\delta}{|\chi'''|}\right)^{1/3}.
\end{equation}
At $h_*$ truncation contributes half as much as noise, so $B(h_*)=3\delta/(2h_*)$.

Suppose $\chi$ is rounded to six decimals: $\delta=5\times10^{-7}$. With $|\chi'''|=19.92/0.041594=479$ nm$^{-3}$, the best step is $0.00146$ nm and $B=5.1\times10^{-4}$ nm$^{-1}$. For eleven steps within 10\% of $h_*$, the largest actual error is $5.0\times10^{-4}$ nm$^{-1}$, or 0.013\% of the slope magnitude $3.736$ nm$^{-1}$. Around a tenth of $h_*$ it is $3.3\times10^{-3}$, and around ten times $h_*$ it is $2.2\times10^{-2}$ nm$^{-1}$.

Richardson extrapolation tolerates larger steps but amplifies noise. Its worst slope error is $(4\times2\delta/h+\delta/h)/3=3\delta/h$, where $h$ is the larger step. This is $2\delta/h$ more than for $D(h)/V$. If the remaining $h^4$ error is negligible, extrapolation has a smaller worst-case error than $D(h)/V$ when the truncation error of $D(h)/V$ exceeds $2\delta/h$. To improve on $D(h/2)/V$ as well, that truncation error must exceed $4\delta/h$.

\section{Symmetry checks}

For motion along $z$, the twofold axis along $z$ forbids $xz$ and $yz$. The rotation--reflection makes $\chi_{zz}$ even in $u$; together with the mirror exchanging $x$ and $y$ it makes $\chi_{xx}$ and $\chi_{yy}$ even too. Only $xy=yx$ has a first derivative. Cyclic permutation gives the other two members of the triply degenerate mode: an element survives when its two field directions and the displacement direction are all different. The 21 forbidden elements computed here are at most $4\times10^{-16}$ nm$^2$, which is arithmetic rounding.

These elements should be inspected before symmetrising. Averaging over the symmetry group would erase the evidence.

Another check moves the cation alone. Inversion about its site reverses the motion but preserves $\chi$, so the first derivative must vanish. To see that inversion is responsible, make the anions unequal, with $g_1=0.0125$ and $g_2=0.0100$ nm$^3$. Moving the cation by $+u$ lowers the $z$ component of every cation-to-anion vector by $u$. The two ordered pairs of the first anion contribute with $+15L/(4\pi)$ and those of the second with $-15L/(4\pi)$. Equation (\ref{first}) gives
\begin{equation}
V\frac{\partial\chi_{xy}}{\partial u_c}
=\frac{15}{2\pi}f^2Lg_c(g_1-g_2)=0.0147\ \mathrm{nm^2},
\end{equation}
with $f=1.303$ for the altered polarisabilities. The forbidden response has become allowed, and it vanishes linearly as the anions become equal.

\section{An acoustic check that can fail}

A rigid translation leaves $\chi$ unchanged, hence
\begin{equation}
\sum_\kappa\frac{\partial\chi_{ij}}{\partial u_{\kappa k}}=0 .
\end{equation}
The naive check differentiates each sublattice and adds the results. In a two-sublattice crystal $\chi$ depends on $u_1-u_2$, so for a translationally invariant calculation the two central differences cancel at any $h$. In ideal fluorite, inversion makes the cation difference zero and the anion differences opposite, again at any $h$. A zero sum then says nothing about the step error.

With three or more sublattices the remedy is to repeat the check in a distorted cell. With two, $\chi$ depends on $u_1-u_2$ about any geometry, so the sum still vanishes at any $h$; it then tests translational invariance but not the step. Translational invariance still removes the first derivatives, but leaves
\begin{equation}
\sum_\kappa D_\kappa(h)=\frac{h^2}{6}\sum_\kappa V\frac{\partial^3\chi}{\partial u_\kappa^3}+O(h^4).
\end{equation}
Invariance makes the third derivative for a joint translation vanish. That derivative contains mixed terms, so the sum of the unmixed ones need not vanish.

I displaced the cation by $(6,-11,4)$ and the anions by $(-13,7,12)$ and $(9,15,-8)$, in units of $10^{-3}$ nm, then differentiated along $z$. The root of the summed squared tensor elements is $1.66\times10^{-5}$ nm$^2$ at $h=0.004$ nm and $4.17\times10^{-6}$ nm$^2$ at $0.002$ nm. Extrapolating the pair leaves about $10^{-8}$ nm$^2$. When noise in $\chi$ is negligible, a residual falling as $h^2$ is a finite-step effect; one approaching a nonzero constant as $h$ shrinks is a defect.

A fixed computational grid can create such a defect. Model it by multiplying each polarisability by $1+\eta\sin(2\pi Nz/a)$, with $\eta=10^{-4}$ and $N=40$. At all three equilibrium heights the factor is one and its slope is $2\pi N\eta/a$. A change $\delta g_\kappa$ alters $V\chi$ by $f^2\delta g_\kappa$, since $\delta G=G g^{-1}\delta g\,g^{-1}G$. The false acoustic derivative is
\begin{equation}
f^2\left(\sum_\kappa g_\kappa\right)\frac{2\pi N\eta}{a}=0.00258\ \mathrm{nm^2}
\end{equation}
on the diagonal, 1.7\% of $|A|$. In the Raman mode the anions move oppositely and their equal slopes cancel, so the mode's forbidden $zz$ element does not reveal the defect. A cosine in place of the sine would have zero slope at these sites and escape the acoustic check in the ideal cell, though not in general in a distorted one. Repeating the ideal-cell check with the whole crystal shifted along $z$ by a quarter of the artefact's period, $a/(4N)$, exposes it if the step is small enough. A central difference multiplies the false slope by $\sin(kh)/(kh)$ with $k=2\pi N/a$. This factor is about one half at $h=0.004$ nm and vanishes at $h=a/(2N)$, so $h$ should be well below half the period.

\section{The resulting scheme}

\begin{enumerate}
\item Relax the crystal and construct a mass-weighted mode; for degenerate modes, choose directions adapted to symmetry.
\item Compute $\chi$ at $\pm h$ and $\pm h/2$ with fixed cell and macroscopic field. Estimate $\delta$ from the convergence of $\chi$. Estimate $\chi'''$ from $D(h)-D(h/2)$, with $h$ large enough for this difference to be well above its noise bound $3V\delta/h$.
\item Choose $h$ by balancing truncation and noise. Extrapolate if noise permits.
\item Inspect forbidden elements before symmetrising.
\item Sum single-sublattice derivatives in the ideal and a distorted cell, with two steps and a shifted origin. With only two sublattices this sum detects broken translational invariance but not the step error.
\item Convert from $u$ to $Q$ and report the numerical error separately from the error of the electronic model.
\end{enumerate}

For an anion mass of 19 u,
\begin{equation}
R_{xy}=\frac{A}{\sqrt{2m}}=-\frac{0.15539}{\sqrt{38}}
=-0.0252\ \mathrm{nm^2\,u^{-1/2}},
\end{equation}
or $-6.19\times10^{-7}$ m$^2$ kg$^{-1/2}$.

\section{Beside a real window material}

The lattice constant, the dielectric constant near 2 and an assumed phonon energy of 40 meV lie in the rough regime of calcium fluoride. The division of polarisability between the ions is a model choice. Raising $g_c$ by 10\% at fixed $\sum g_\kappa$ raises $|A|$ by about 7\%. Real ions also break the assumption of fixed point polarisabilities. If each charge cloud is a Gaussian of rms width $0.05$ nm per axis, $1/r$ becomes $\operatorname{erf}(r/0.1\,\mathrm{nm})/r$, and the nearest-neighbour contribution to $L$ falls by 12\%; the accompanying change of the local field is not included. If each anion also has a traceless polarisability along its bonds, of strength $0.00125$ nm$^3$ growing as the fourth power of bond length, $A$ changes by $+0.029$ nm$^2$, reducing $|A|$ by 19\%. These are sensitivities to assumed parameters, not corrections for the material.

Three further effects were estimated and are smaller for the chosen numbers. With one electronic oscillator placed at 15 eV in the crystal, $g_\kappa f$ scales as $[1-(\hbar\omega/15\,\mathrm{eV})^2]^{-1}$. Light of 2.33 eV then raises $|A|$ by 5\%. At 300 K, a harmonic anion with the 40 meV phonon energy has an rms displacement of $0.0065$ nm per axis. The scale of the cubic correction, $\chi'''\langle u^2\rangle/(2\chi')$, is $-0.3\%$; a full thermal average would include all phonons. In backscattering, the wavevector transfer times $a$ is $0.018$, which supports the zone-centre treatment. The physical model therefore limits the accuracy long before the truncation error at $h=0.004$ nm does. That error is $0.03\%$ for point dipoles, where the term linear in $\delta t$ has no third derivative. With the Gaussian clouds above applied to the whole lattice, $V\chi_{xy}'''$ rises to about 38 and the error to $0.08\%$, so $\chi'''$ should be estimated afresh for a real material.
